# Why two equal acid sites have pKa values log10(4) apart

**Q:** You have an acid H$_2$A with two acidic groups. They are chemically identical, and you say that neither feels what the other does. Then there is one acid strength in the problem. How can the acid have two different pKa values?

**A:** Because the two pKa values do not belong to the two groups. They belong to species sorted by the number of protons they carry. With $h$ for the proton activity relative to 1 mol/L, the macroscopic constants are

$$K_1=\frac{h\,[\mathrm{HA^-}]}{[\mathrm{H_2A}]},\qquad K_2=\frac{h\,[\mathrm{A^{2-}}]}{[\mathrm{HA^-}]},$$

with $\mathrm{p}K=-\log_{10}K$ and $\mathrm{pH}=-\log_{10}h$. The solution is dilute and at equilibrium, so concentrations relative to 1 mol/L serve for the acid species. The symbol $[\mathrm{HA^-}]$ means every molecule with one proton left, whichever group holds it. The single strength you have in mind is the site constant $K$, which describes one group.

**Q:** Then define $K$ without using the two constants you want to find.

**A:** Take one group. Let $g$ be the free energy of the group with its proton bound, minus that of the empty group, with solvent and vibrations included. The solution supplies protons at the chemical potential $\mu=\mu_0+kT\ln h$. The statistical weight of the occupied group relative to the empty one is

$$x=e^{-(g-\mu)/kT}=e^{-(g-\mu_0)/kT}\,e^{\ln h}=\frac{h}{K},\qquad K=e^{(g-\mu_0)/kT}.$$

The sign is right: stronger binding means lower $g$, hence smaller $K$ and a weaker acid. Since $x$ is the ratio of occupied to empty groups, $K=h\,[\text{empty}]/[\text{occupied}]$, the usual dissociation constant of one group.

**Q:** Now put two of them on one molecule.

**A:** Label the sites left and right. There are four microstates. Independence means that the free energy of two bound protons is $2g$, so the doubly occupied state has weight $e^{-2(g-\mu)/kT}=x^2$. The weights are

- both sites empty, A$^{2-}$: $1$;
- proton on the left, HA$^-$: $x$;
- proton on the right, HA$^-$: $x$;
- both sites occupied, H$_2$A: $x^2$.

Their sum is $1+2x+x^2=(1+x)^2$, the product of two one-site sums, as independence requires. Concentrations are proportional to weights, so

$$K_1=h\,\frac{2x}{x^2}=\frac{2h}{x}=2K,\qquad K_2=h\,\frac{1}{2x}=\frac{K}{2}.$$

In the last step of each I used $h/x=K$. The activity $h$ has dropped out, as it must from an equilibrium constant. Taking logarithms,

$$\mathrm{p}K_1=\mathrm{p}K-\log_{10}2,\qquad \mathrm{p}K_2=\mathrm{p}K+\log_{10}2,$$

$$\mathrm{p}K_2-\mathrm{p}K_1=2\log_{10}2=\log_{10}4\approx0.602.$$

**Q:** I object to the factor 2. If the molecule is symmetric, turning it by half a turn carries "proton on the left" into "proton on the right". You have counted one thing twice.

**A:** Count orientations as well, and the objection cancels. Suppose a half turn exchanges the sites and leaves the rest of the molecule looking the same. A configuration is then an orientation together with a labelled occupation. Each physical configuration appears twice in this list, once for each way of assigning the labels. That is true of HA$^-$, as you say, but equally of H$_2$A and A$^{2-}$: turning either of them by half a turn gives a new entry in the list and the same physical arrangement.

The correction is therefore a factor $1/2$ on all three species. Before it, the numbers of entries per orientation are $1,2,1$ for H$_2$A, HA$^-$, A$^{2-}$. After it they are $\tfrac12,1,\tfrac12$. The ratios, which are all that enter $K_1$ and $K_2$, are unchanged. This treats rotation classically.

**Q:** I would believe it more readily if I could see molecules doing something.

**A:** Use rates. Let each bound proton leave at rate $k_{\rm off}$, and let each empty site capture one at rate $k_{\rm on}h$. For one site, balance gives $K=k_{\rm off}/k_{\rm on}$. H$_2$A has two protons that can leave, while HA$^-$ has one empty site to refill:

$$2k_{\rm off}[\mathrm{H_2A}]=k_{\rm on}h\,[\mathrm{HA^-}]\quad\Rightarrow\quad K_1=\frac{2k_{\rm off}}{k_{\rm on}}=2K.$$

HA$^-$ has one proton that can leave, while A$^{2-}$ has two empty sites:

$$k_{\rm off}[\mathrm{HA^-}]=2k_{\rm on}h\,[\mathrm{A^{2-}}]\quad\Rightarrow\quad K_2=\frac{k_{\rm off}}{2k_{\rm on}}=\frac K2.$$

The second proton is no more tightly held than the first. There are fewer ways to lose it and more ways to regain one.

**Q:** Yet a different pKa means a different standard free energy. Where does that come from, if no energy has changed?

**A:** From entropy. The standard free energy of a dissociation step is $-kT\ln K_j$, so

$$\Delta G_1=-kT\ln K-kT\ln2,\qquad \Delta G_2=-kT\ln K+kT\ln2.$$

The first step goes from one microstate to two and gains entropy $k\ln2$. The second goes from two to one and loses it. At 298.15 K, $kT=0.0257$ eV, so each shift is $kT\ln2=0.0178$ eV and the steps differ by $kT\ln4=0.0356$ eV. This difference grows with temperature, but the pKa separation divides it by $kT\ln10$ and stays at $\log_{10}4$. The site constant $K$ may itself vary with temperature, which moves both pKa values together.

**Q:** Give me an example with numbers.

**A:** Take a site pK of 4.8, a rough value for a carboxylic acid group in water. Then $K=10^{-4.8}=1.585\times10^{-5}$, and

$$K_1=2K=3.170\times10^{-5},\qquad K_2=K/2=7.92\times10^{-6}.$$

The macroscopic values are $\mathrm{p}K_1=4.50$ and $\mathrm{p}K_2=5.10$, placed symmetrically about 4.80.

At pH 4.80, $h=K$ and $x=1$. The four microstates are equally likely, so the fractions of H$_2$A, HA$^-$ and A$^{2-}$ are $1/4,1/2,1/4$. At pH 4.50, $h=K_1=2K$ and $x=2$. The weights are $4,4,1$ and the fractions $0.444,0.444,0.111$. The first two are equal, as the definition of $K_1$ demands. But the molecule has then lost $0.444+2(0.111)=0.67$ protons on average, not one half, because the second dissociation is already under way.

**Q:** Two pKa values should give two steps in a titration. Would I see them?

**A:** Not in this ideal case. The mean negative charge per molecule is one for HA$^-$ and two for A$^{2-}$, weighted by their fractions:

$$q=\frac{1\cdot2x+2\cdot1}{(1+x)^2}=\frac{2(1+x)}{(1+x)^2}=\frac{2}{1+x}=\frac{2K}{K+h}.$$

This is twice the charge of a one-site acid with constant $K$. The diprotic acid at concentration $C$ therefore titrates like a monoprotic acid at concentration $2C$. To see that there is one step, differentiate with respect to $\ln x$:

$$\frac{dq}{d\ln x}=-\frac{2x}{(1+x)^2}.$$

The magnitude has a single maximum, at $x=1$. Since $\ln x$ is linear in pH, the charge changes fastest at one pH, the site pK, and nothing marks $\mathrm{p}K_1$ or $\mathrm{p}K_2$.

For the pH after adding strong base, let $b$ be the concentration of its cations. Electrical neutrality reads

$$b+h-\frac{K_w}{h}=C\,\frac{2K}{K+h},$$

where $K_w/h$ is the hydroxide concentration and I take $K_w=10^{-14}$. With no base, and neglecting hydroxide in acid solution, multiplication by $K+h$ gives $h^2+Kh-2CK=0$, so

$$h=\frac{-K+\sqrt{K^2+8CK}}{2}.$$

For $C=0.010$ mol/L this is pH 3.26. Solving the full balance by numerical root finding gives pH 4.33, 4.80, 5.28 and 6.08 at 0.5, 1.0, 1.5 and 1.9 moles of base per mole of acid. These values hold $C$ fixed and set activity coefficients to one. The ionic strength reaches about 0.02 mol/L, and Debye–Hückel coefficients for independent charges would lower them by 0.03 to 0.06. The curve runs smoothly through one mole of base, where a well-separated diprotic acid would show a jump.

For contrast, keep $C$ and the mean of the two pKa values fixed, but set $K_1=100K$ and $K_2=K/100$. The pH at 0.5 moles of base is then 2.98 instead of 4.33, and between 0.9 and 1.1 moles of base it rises by 2.0 instead of 0.17. A titration curve can reveal two steps, provided the constants are far enough apart. At this concentration a ratio $K_1/K_2=8$, a separation of 0.9, still gives no steepest point near one mole of base, while a ratio of 25 gives a weak one.

**Q:** You made the sites equal. Suppose they differ a little. Might the separation then fall below 0.602?

**A:** Not while they remain independent. Give them constants $K_a$ and $K_b$, with $x_a=h/K_a$ and $x_b=h/K_b$. The weights of A$^{2-}$, HA$^-$ and H$_2$A are $1$, $x_a+x_b$ and $x_ax_b$, so

$$K_1=h\,\frac{x_a+x_b}{x_ax_b}=h\left(\frac1{x_a}+\frac1{x_b}\right)=K_a+K_b,$$

$$\frac1{K_2}=\frac{x_a+x_b}{h}=\frac1{K_a}+\frac1{K_b}=\frac{K_a+K_b}{K_aK_b}.$$

Multiplying the two results and using $(K_a+K_b)^2=(K_a-K_b)^2+4K_aK_b$,

$$\frac{K_1}{K_2}=\frac{(K_a+K_b)^2}{K_aK_b}=4+\frac{(K_a-K_b)^2}{K_aK_b}\ge4.$$

So $\log_{10}4$ is the minimum for two independent sites, reached when they are equal. In the opposite limit, $K_a\gg K_b$, one finds $K_1\to K_a$ and $K_2\to K_b$. The counting factors disappear because one form of HA$^-$ dominates, and each pKa then does belong to a group.

Near equality the effect is second order. If the binding free energies differ by $\delta$, then $K_b/K_a=e^{-\delta/kT}$ and the ratio becomes $2+2\cosh(\delta/kT)$. For $\delta=0.010$ eV at 298.15 K this adds 0.016 to the separation.

**Q:** The weak point is surely independence. A$^{2-}$ carries two negative charges, and they repel.

**A:** Yes, and this matters more. Let $W$ be the extra free energy when both sites are charged, and keep $K$ for a site whose neighbour is protonated. The weight of A$^{2-}$ changes from $1$ to $e^{-W/kT}$; the others stay. Then $K_1=2K$ as before, but

$$K_2=h\,\frac{e^{-W/kT}}{2x}=\frac K2e^{-W/kT},$$

$$\mathrm{p}K_2-\mathrm{p}K_1=\log_{10}4+\frac{W}{kT\ln10}.$$

Repulsion increases the separation. An effective attraction, $W<0$, reduces it below $\log_{10}4$; at $W=-kT\ln4$ the two constants are equal, and beyond that their order reverses.

For two point charges at distance $r$ in a medium of relative permittivity $\varepsilon$, $W=1/(\varepsilon r)$ in atomic units. With $r=1.0$ nm and $\varepsilon=78.4$ for water, this is 0.0184 eV. The added separation is

$$\frac{0.01837}{0.02569\times2.303}=0.31,$$

and the total is 0.91. The correction is half the size of the counting result itself. At fixed temperature and permittivity it falls as $1/r$, and the charges must be 6.2 nm apart before it drops to 0.05.

**Q:** There is salt in most solutions. Does it rescue you?

**A:** In part. Let $\psi$ be the electrostatic potential energy of a unit positive charge divided by $kT$, and let a salt of singly charged ions have density $n$ of each sign. The ionic charge density is $n(e^{-\psi}-e^{\psi})\approx-2n\psi$ for small $\psi$. Define $\ell=1/(\varepsilon kT)$, the distance at which two unit charges have energy $kT$. Poisson's equation away from the source charge becomes

$$\nabla^2\psi=-4\pi\ell(-2n\psi)=\frac{\psi}{\lambda^2},\qquad \lambda=\frac1{\sqrt{8\pi\ell n}}.$$

Writing $\psi=u(r)/r$ turns this into $u''=u/\lambda^2$. The solution that decays is $u\propto e^{-r/\lambda}$, so for a point charge salt multiplies the repulsion by $e^{-r/\lambda}$.

For 0.10 mol/L of salt in water at 298.15 K, $\lambda=0.96$ nm. At $r=1.0$ nm the factor is 0.35, and the added separation falls from 0.31 to 0.11. The total is about 0.71. The linearisation is stretched here, since $\psi$ exceeds 1 within about 0.4 nm of each charge, and salt ions have a size. The nonlinear equation with ions kept 0.25 to 0.4 nm away from each group gives 0.11 to 0.12, so the second digit is uncertain. Salt also changes the free energy of each single charge, but equally for equal sites. That shifts $K$ and cancels from the separation.

**Q:** You are still using the permittivity of water between groups joined by a hydrocarbon chain.

**A:** That is the least secure number here. Part of the field passes through the chain, so the effective permittivity may be lower. If it were 40, with the distance and temperature held fixed and no salt, the added separation would be 0.61, as large as the counting term. The value 40 is a trial value to show the sensitivity.

Heating has a smaller effect, because the added separation varies as $1/(\varepsilon T)$ and the permittivity of water falls as $T$ rises. At 350 K with a rough permittivity of 62, it is 0.33 instead of 0.31.

**Q:** One more attack. The proton is a quantum particle. In HA$^-$ it could tunnel between the sites, and then "left" and "right" are not the energy states.

**A:** Then count the energy states. In the basis left, right, with tunnelling amplitude $t$, the Hamiltonian has $g$ on the diagonal and $-t$ off it. The even combination has energy $g-t$ and the odd one $g+t$. Their total weight is

$$x\left(e^{t/kT}+e^{-t/kT}\right)=2x\cosh(t/kT).$$

This replaces $2x$ in both constants. It stands in the numerator of $K_1$ and the denominator of $K_2$, so

$$\frac{K_1}{K_2}=4\cosh^2(t/kT).$$

If $t\ll kT$, both states are thermally populated, there are still two of them, and the ratio is 4. The first correction to the separation is $(t/kT)^2/\ln10$. If $t\gg kT$, $\cosh(t/kT)\to\tfrac12e^{t/kT}$ and the ratio tends to $e^{2t/kT}$. The factor 4 has gone, because a single delocalised state is populated. So the count of two rests on a condition: tunnelling must be weak compared with $kT$.

**Q:** Is it weak here?

**A:** Overwhelmingly. Under a barrier of height $V$ above the proton's level, the wave function obeys $\phi''=2MV\phi$ in atomic units, with $M$ the proton mass. It decays as $e^{-\kappa d}$ with $\kappa=\sqrt{2MV}$. For $V=0.50$ eV and a barrier as wide as the 1.0 nm site distance, $\kappa d=155$. The rough estimate $t\sim Ve^{-\kappa d}$ gives $t\sim10^{-68}$ eV, and an added separation of order $10^{-133}$. The prefactor is uncertain, but no reasonable prefactor changes the conclusion. Protons still move between the sites by way of the solvent; that can affect how fast equilibrium is reached, but not the equilibrium weights.

Sites close enough to share a hydrogen bond are another matter. If such a bond lowers the free energy of each HA$^-$ form by $B$, and leaves H$_2$A and A$^{2-}$ alone, the weight of HA$^-$ gains a factor $e^{B/kT}$. That factor enters $K_1/K_2$ squared and adds $2B/(kT\ln10)$ to the separation.

**Q:** What does this say about a real acid, or about a resist?

**A:** The site pK of 4.8 and the distance of 1.0 nm are rough values typical of a long-chain dicarboxylic acid in water. A flexible chain samples a range of distances, and shorter chains bring the groups closer, so 1.0 nm is only a representative value. For such a molecule the assumption that breaks is independence. Within the point-charge estimate, repulsion moves the separation from 0.60 to about 0.9 without salt, or 0.7 in 0.10 mol/L salt, and a lower effective permittivity would move it further. These are model values, not measurements.

The carboxylic acid group also makes many resists soluble in aqueous alkaline developer. The developer's pH lies far above both pKa values found here, so at equilibrium a small diprotic acid dissolved in it would lose both protons, and the separation would matter little. A resist polymer carries many acid groups per chain, each with several neighbours, and a two-site formula does not describe it.

Inside a dry film independence cannot be taken for granted. With a rough permittivity of 4, and the same distance and temperature, the repulsion formula adds 6.1 to the separation. Counterions would pair with the charges in such a medium, so that number is not a prediction. It shows only how strongly the repulsion depends on the medium, so a value near 0.6 should not be carried from water into the film without a separate justification.

**Q:** So if I measure a separation of 0.9, what have I learned?

**A:** If the sites are known to be equal, subtract 0.602 first. The remaining 0.3, multiplied by $kT\ln10$, is the interaction free energy, provided that it acts in A$^{2-}$ alone. Without the subtraction you would attribute the whole 0.9 to repulsion and overestimate it threefold. If the sites may be unequal, the separation alone cannot tell mismatch from repulsion, since both increase it.

Numerical values quoted here were computed with a short program.
